# Why unguided stripe patterns lack long-range positional order at finite temperature

**Question.** A flat film forms parallel stripes of a well-defined period with no template to guide them. Why do thermal fluctuations destroy the long-range regularity of the stripe positions, however low the temperature, and how far does a stripe wander in practice?

**Answer.** In a flat film the long waves of the stripes are too soft to keep them in place, and a missing stiffness makes the effect strong. Turning the whole pattern costs no energy, so a uniform slope of the stripes is not penalized. The neighbours of a bent stripe supply an effective line tension, but a line under tension in thermal equilibrium is a random walk, and the variance of a random walk grows in proportion to its length.

## What the energy may contain

Let $z$ run across the stripes and $x$ along them. The stripe found at the point $(x,z)$ is displaced by $u(x,z)$ along $z$ from its place in a perfect pattern. The stripes are the lines on which the phase $\phi=z-u$ equals a multiple of the period $d$.

Turning the pattern by an angle $\theta$ gives $\phi=z\cos\theta+x\sin\theta$, so that $u=z(1-\cos\theta)-x\sin\theta$. The slope $\partial_x u=-\sin\theta$ is not zero, although nothing has been strained. A term proportional to $(\partial_x u)^2$ would charge energy for this rotation and is therefore forbidden. The lowest-order terms that remain are compression and bending:

$$F=\frac12\int dx\,dz\,\left[B(\partial_z u)^2+K(\partial_x^2u)^2\right],\qquad \lambda=\sqrt{K/B}.$$

Here $B$ is in N/m, $K$ is in J, and $\lambda$ is a length. This is the harmonic smectic model. It assumes small slopes, no dislocations and, for now, a pattern unbounded across the stripes.

## How neighbours create a tension

Push on the stripe at $z=0$ with a force per length $f\cos qx$. Minimizing $F-\int dx\,f\cos(qx)\,u(x,0)$ gives

$$-B\,\partial_z^2u+K\,\partial_x^4u=f\cos(qx)\,\delta(z).$$

With $u=U(z)\cos qx$ this becomes $-BU''+Kq^4U=f\delta(z)$. Away from $z=0$ the decaying solution is $U=U_0e^{-\kappa|z|}$ with $\kappa=\lambda q^2$. Integrating the equation across $z=0$ gives $-B[U'(0^+)-U'(0^-)]=2B\kappa U_0=f$. Since $B\kappa=\sqrt{BK}\,q^2$,

$$U_0=\frac{f}{2\sqrt{BK}\,q^2}.$$

A string of tension $\tau$ would respond with $f/(\tau q^2)$. The embedded stripe thus behaves as a string with

$$\tau=2\sqrt{BK}.$$

The factor $q^2$ has a simple origin. Bending costs $Kq^4$ per area, but a long wave drags along a band of neighbours whose width is of order $1/(\lambda q^2)$. The product is proportional to $\sqrt{BK}\,q^2$. This is stiffer than the bending of one isolated stripe, yet too soft to keep the stripe in place.

## From response to linear growth

In a Boltzmann distribution, adding $-\int f u\,dx$ to the energy changes the mean displacement by the covariance of $u$ divided by $k_BT$, per unit force. For a quadratic energy the mean displacement is also the minimum-energy one. The fluctuation spectrum is therefore $k_BT$ times the response:

$$S(q)=\frac{k_BT}{2\sqrt{BK}\,q^2}=\frac{D}{q^2},\qquad D=\frac{k_BT}{2\sqrt{BK}},$$

with the convention $\langle u(x)u(0)\rangle=\int\frac{dq}{2\pi}S(q)\cos qx$. The slope $\partial_xu$ has the spectrum $q^2S=D$, independent of $q$. Slopes at different places are uncorrelated, which is the defining property of a random walk.

The variance of $u$ itself diverges at small $q$, so consider the difference between two points of one stripe:

$$\langle[u(x)-u(0)]^2\rangle=2\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{D}{q^2}(1-\cos qx).$$

Integration by parts gives $\int(1-\cos qx)q^{-2}dq=x\int\sin(qx)\,q^{-1}dq=\pi|x|$, because the boundary terms vanish. Hence

$$\boxed{\langle[u(x)-u(0)]^2\rangle=D|x|}$$

A finite stripe needs end conditions. Let $u=\partial_x^2u=0$ at $x=0$ and $x=L$, and write $u=\sum_na_n\sin q_nx$ with $q_n=n\pi/L$. The effective string energy is $\sum_n\tau q_n^2a_n^2L/4$, and equipartition sets each term to $k_BT/2$, so $\langle a_n^2\rangle=2D/(Lq_n^2)$. Then

$$\langle u^2(x)\rangle=\frac{2DL}{\pi^2}\sum_{n\ge1}\frac{\sin^2(n\pi x/L)}{n^2}=D\,\frac{x(L-x)}{L}.$$

The sum follows from $\sin^2\alpha=(1-\cos2\alpha)/2$ and $\sum\cos(n\vartheta)/n^2=\pi^2/6-\pi\vartheta/2+\vartheta^2/4$ at $\vartheta=2\pi x/L$; it equals $\pi^2x(L-x)/(2L^2)$. At the middle the variance is $DL/4$. The prefactor depends on how the ends are held, while the linear growth does not differ between these two cases.

A direct test inverts the energy matrix of 201 discrete stripes with unit spacing and $\lambda=4$. In units of $k_BT/B$, $D=1/8$. Lengthening the stripes from 16 to 32 raises the middle variance by 0.5007; the formula gives $16D/4=0.5000$.

## What happens to positional order

Positional order is measured by $e^{iq_0u}$ with $q_0=2\pi/d$. If its average were a non-zero number $m$, its correlation at large distance would tend to $|m|^2$. For a Gaussian variable $\langle e^{iq_0\Delta u}\rangle=e^{-q_0^2\langle\Delta u^2\rangle/2}$, so along a stripe

$$\langle e^{iq_0[u(x)-u(0)]}\rangle=e^{-|x|/\xi},\qquad \xi=\frac{2}{q_0^2D}=\frac{4\sqrt{BK}}{q_0^2k_BT}.$$

The correlation tends to zero, and so $m=0$ at any $T>0$. Cooling lengthens $\xi$ but does not make it infinite at finite temperature.

Across the stripes, the response at distance $z$ carries the factor $e^{-\lambda q^2|z|}$, which gives

$$\langle[u(0,z)-u(0,0)]^2\rangle=\frac{D}{\pi}\int_{-\infty}^{\infty}\frac{1-e^{-\lambda q^2|z|}}{q^2}dq=2D\sqrt{\frac{\lambda|z|}{\pi}}.$$

To obtain the integral, call it $I(a)$ with $a=\lambda|z|$. Then $dI/da=\int e^{-aq^2}dq=\sqrt{\pi/a}$ and $I(0)=0$, so $I=2\sqrt{\pi a}$. The growth is slower in this direction, but it is also unbounded.

## Changing the conditions changes the law

**An orienting field.** Suppose that something favours one stripe direction and adds $\frac12\sigma(\partial_xu)^2$ to the energy density. Then $Kq^4$ is replaced by $Kq^4+\sigma q^2$, and

$$S(q)=\frac{k_BT}{2\sqrt{B(Kq^4+\sigma q^2)}}\;\to\;\frac{k_BT}{2\sqrt{B\sigma}\,|q|}\quad(q\to0).$$

For held ends, only odd $n$ contribute at the middle, where the variance is $(2/L)\sum S(q_n)$. At small $q$ this is $k_BT/(\pi\sqrt{B\sigma})$ times $\sum1/n$. A sum over odd $n$ up to a cutoff proportional to $L$ grows as $\frac12\ln L$, so each doubling of $L$ adds $k_BT\ln2/(2\pi\sqrt{B\sigma})$. With $B=K=\sigma=k_BT=1$, a lattice test gives 0.1108 for the doubling from 20 to 40, against 0.1103. The linear law thus depends on the freedom to rotate. The logarithm still grows without bound, so long-range positional order is lost even with the field, but the correlation along a stripe then decays as a power of the distance instead of exponentially.

**Rigid side walls.** Let $u=0$ on two walls a distance $W$ apart, and push on the middle stripe. The profile is now proportional to $\sinh\kappa(W/2-|z|)$, and the same force balance gives

$$S(q)=\frac{D}{q^2}\tanh\frac{\lambda q^2W}{2}.$$

At small $q$ this tends to $D\lambda W/2$, so the divergence is gone. With $s=q\sqrt{\lambda W/2}$, the variance of a very long stripe at mid-trench is

$$\langle u^2\rangle=\frac{D}{\pi}\sqrt{\frac{\lambda W}{2}}\int_0^\infty\frac{\tanh s^2}{s^2}ds,$$

where the integral is 1.9056. Rigid walls whose distance fits the natural period therefore remove the growth with stripe length.

**Free edges.** If the pattern has width $W$ and free edges, $\partial_zu=0$ there. For a push on the central stripe the profile is proportional to $\cosh\kappa(W/2-|z|)$, and $\tanh$ is replaced by $\coth$. The fluctuations are then larger than in a wide pattern. For $\lambda q^2W\ll1$, using $\coth y\approx1/y$ and $\sqrt{BK}\,\lambda=K$, one finds $S=k_BT/(KWq^4)$. The pattern bends as one beam, with middle variance

$$\frac2L\sum_{n\ \mathrm{odd}}\frac{k_BT\,L^4}{KWn^4\pi^4}=\frac{k_BT\,L^3}{48KW},$$

since $\sum_{\rm odd}n^{-4}=\pi^4/96$. Linear growth with $L$ therefore requires $W\gg L^2/(\pi^2\lambda)$. At fixed width, longer stripes eventually leave the linear regime and fluctuate more. This criterion is for the central stripe. A stripe at a free edge has neighbours on one side only, so even in a very wide pattern its effective tension is $\sqrt{BK}$ and its variance is twice that of the linear law.

## Does the result survive beyond the harmonic model?

The harmonic compression term respects rotations only to lowest order. At the next order the strain is $\partial_zu-\frac12(\partial_xu)^2$. Write subscripts for derivatives and use $K=B\lambda^2$. Completing the square in the energy density gives

$$\frac B2\left(u_z-\tfrac12u_x^2-\lambda u_{xx}\right)^2+B\lambda\,u_{xx}\left(u_z-\tfrac12u_x^2\right).$$

The last term is a sum of total derivatives, because $u_{xx}u_z=\partial_x(u_xu_z)-\frac12\partial_z(u_x^2)$ and $\frac12u_{xx}u_x^2=\partial_x(u_x^3/6)$. Deep inside the pattern, and apart from details of the short-distance cutoff, the statistical weight is that of

$$u_z=\lambda u_{xx}+\tfrac12u_x^2+\eta,$$

where $z$ plays the part of time and $\eta$ is white noise of strength $k_BT/B$. Without the quadratic term, the stationary spectrum is $(k_BT/B)/(2\lambda q^2)=D/q^2$, as before.

The quadratic term leaves this distribution unchanged. To see this on a ring of sites, let $a$ and $b$ be the slopes to the left and right of a site and represent $\frac12u_x^2$ by $N=(a^2+ab+b^2)/6$. The Gaussian weight is $\exp[-\sum b^2/(2D)]$. Its exponent changes at a rate proportional to $\sum N(a-b)=\sum(a^3-b^3)/6=0$, and the divergence of the flow is $\sum(a-b)/6=0$. Both sums telescope. A simulation on 16 sites with $D=\lambda=1$ gives a variance of 3.987 between opposite sites, where the random-walk law on a ring gives $8\cdot8/16=4$. The mean drift of 0.296 shows that the quadratic term was active.

The linear growth along the stripes therefore survives this nonlinearity, although the short-distance cutoff can shift the coefficient $D$ somewhat. The harmonic law across them need not. With $u\sim\sqrt{Dx}$, the terms $\lambda u_{xx}$ and $u_x^2$ become comparable at $x\sim\lambda^2/D$, which corresponds to $z\sim x^2/\lambda$.

## Numbers for a block copolymer film

Take standing lamellae resembling PS-b-PMMA, with rough, illustrative values: $d=28$ nm, film thickness $h=30$ nm, bulk compression modulus 0.5 MPa, bulk bending modulus 5 pN, and an anneal at 500 K. Multiplying the moduli by the thickness gives $B=0.015$ N/m and $K=1.5\times10^{-19}$ J, hence $\lambda=3.16$ nm and $\tau=9.49\times10^{-11}$ N. Then

$$D=\frac{6.903\times10^{-21}\ \mathrm J}{9.487\times10^{-11}\ \mathrm N}=0.0728\ \mathrm{nm}.$$

Over 1 µm the equilibrium variance is $0.0728\times1000=72.8$ nm², an rms wander of 8.5 nm, or about 0.3 periods. Over 10 µm the rms wander is 27 nm, nearly one period. The order length is

$$\xi=\frac{2}{(0.2244\ \mathrm{nm^{-1}})^2(0.07277\ \mathrm{nm})}\approx546\ \mathrm{nm},$$

about 20 periods. The positional correlation is 0.16 over 1 µm and about $10^{-8}$ over 10 µm.

In the flat-film model with the same moduli and temperature, rigid walls about 1 µm apart limit the mid-trench wander to 1.3 nm rms for long stripes, provided that the stripes fit between them at their natural period. If the walls stretch the pattern by a strain $\varepsilon$, the rotation-invariant strain adds $-\frac12B\varepsilon(\partial_xu)^2$ to the energy density and softens the stripes. A stretch of half a period in total raises the wander to about 1.6 nm, and at $\varepsilon=2\pi\lambda/W$, here 2%, the stripes buckle. For an unguided stripe held at ends 10 µm apart, the linear law gives 13.5 nm at the middle. In the harmonic model this requires full equilibrium and a pattern much wider than 3 mm; a narrower pattern with free edges would wander more. This favours guiding walls when they are straight and hold the adjacent stripes firmly; rough or yielding walls add an error not included here.

Width matters too. For 1 µm stripes the linear law needs a pattern much wider than 32 µm. With free edges and a width of 10 µm, the harmonic middle variance of the central stripe is 5.4 times the linear law; at 100 µm the ratio is 1.08, but it rises to about 2 at the edges. These widths exceed the scaling estimate $z\sim6$ µm for the nonlinear crossover, so the ratios are harmonic estimates. The harmonic order length across the stripes, 74 µm, is also only an estimate for the same reason. The scaling value carries no numerical prefactor and the crossover is gradual: in the growth equation the variance across the stripes exceeds the harmonic value by only about 5% at 6 µm and roughly 15% at 74 µm.

The assumption of equilibrium must be checked as well. A film with a fixed bottom and a free top, driven by a force density $g$, has the velocity $g(hy-y^2/2)/\eta_v$ at height $y$, where $\eta_v$ is the viscosity. Its mean is $gh^2/(3\eta_v)$, so the drag per area is $3\eta_v/h$. This assumes that each stripe moves as a whole with the mean flow. At a floor without slip, the foot of a stripe can move only by diffusion of the chains, which is not included, so the times below are only illustrative. The slowest bending mode, uniform across the pattern, relaxes in a time $3\eta_vL^4/(hK\pi^4)$. For a rough viscosity of 1000 Pa s this is 1.9 h at 1 µm, and ten minutes at about 0.54 µm. Between two points that far apart on a long stripe, the equilibrium wander is $\sqrt{0.0728\times540}\approx6.3$ nm, but part of it comes from longer waves that relax more slowly. With this assumed drag and straight stripes at the start, the harmonic model reaches only about half of this variance in ten minutes, or 4.4 nm rms. The starting state may therefore still matter at this distance and beyond, and the equilibrium values above are not predictions for so short an anneal.

Other corrections are smaller or act differently. The discreteness of the stripes lowers the variance by 0.26 nm², which is 0.4% of the value at 1 µm. Displacements that vary through the film thickness are left out of the flat-film energy; for stripes that stand upright at both faces they add to the variance between two distant points roughly 0.5 nm² on average over the depth and 1 nm² at the faces. These two values depend on the short-distance cutoff and can change by a factor of about three either way. Both corrections are small at 1 µm along a free stripe but not in the trench, where together they raise the 1.3 nm wander to roughly 1.4 nm on average over the depth and 1.5 nm at the faces. If the long waves kept up with cooling to 373 K at fixed moduli, $D$ would fall to 0.054 nm.

Dislocations can be sized as well. Replace $\nabla u$ by a distortion $(w_x,w_z)$ obeying $|q_zw_x-q_xw_z|=d$ in Fourier space. The least value of $\frac12(B|w_z|^2+Kq_x^2|w_x|^2)$ is $\frac12d^2BKq_x^2/(Bq_z^2+Kq_x^4)$, by the Cauchy–Schwarz inequality. Integration over $q_z/2\pi$ gives $d^2\sqrt{BK}/4$, and integration over $|q_x|<\Lambda$ gives $E=d^2\sqrt{BK}\,\Lambda/(4\pi)$. This energy does not grow with the size of the pattern, so equilibrium allows some free dislocations at any $T>0$, and they disturb the order further. Here $E$ is 48 to 96 $k_BT$ for $\Lambda$ between $\pi/d$ and $2\pi/d$, without the core energy; limiting $|q_z|$ to $\pi/d$ as well, since the stripes are discrete, lowers this range to about 45 to 72 $k_BT$. Thermally created dislocations are then extremely rare, and in this model any appreciable number must be left over from the formation of the pattern. Even a pattern free of them has no long-range positional order. The numerical output below gives the remaining digits.

## Computed results

```
Lattice, L 16 and 32: variances 0.4585, 0.9593 (unit kBT/B)
Lattice growth 0.5007, formula 0.5000 (unit kBT/B)
Narrow lattice, 3 stripes, L 40: 445.1, cubic law 444.4
Orienting field, L 20 to 40: 0.1108, log law 0.1103
Walls 40 and 160 apart: variances 1.2993, 2.6575 (unit kBT/B)
Nonlinear ring: difference variance 3.987, linear law 4.000
Nonlinear ring: mean drift 0.296 (zero if harmonic)
Stripe period 28 nm, film thickness 30 nm, T 500 K
Bulk moduli: 0.50 MPa and 5.0 pN
Film moduli: B = 0.0150 N/m, K = 1.500e-19 J
lam = 3.162 nm, sqrt(BK) = 4.743e-11 N
Thermal energy kBT = 6.903e-21 J
Effective tension 2*sqrt(BK) = 9.487e-11 N
q0 = 0.2244 1/nm, D = 0.07277 nm
Over 1 um: variance 72.8 nm2, rms 8.53 nm
  positional correlation 1.601e-01
  held ends: middle rms 4.27 nm
  width needed: well above 32.0 um
  slowest relaxation time 1.9 h
Over 10 um: variance 727.7 nm2, rms 26.98 nm
  positional correlation 1.105e-08
  held ends: middle rms 13.49 nm
  width needed: well above 3204.1 um
  slowest relaxation time 1.9e+04 h
Order length along stripes xi = 546 nm = 19.5 periods
Trench 1 um wide: wall integral 1.9056
Trench: middle variance 1.755 nm2, rms 1.32 nm
Free pattern 10 um wide, L 1 um: variance / linear law 5.437
Free pattern 100 um wide, L 1 um: variance / linear law 1.075
Discrete stripes lower the variance by 0.261 nm2
Nonlinear crossover, rough: x 137 nm, z 6.0 um
Harmonic order length across stripes 74.0 um
Rms slope with cutoff pi/d: 0.0510
Dislocation elastic energy: cutoff 2pi/d 96.2 kBT
Dislocation elastic energy: cutoff pi/d 48.1 kBT
D at 373 K with the same moduli: 0.05428 nm
Viscosity 1000 Pa s, film drag 1.00e+11 Pa s/m
Length equilibrated in 600 s: 0.54 um
```
